\section*{Trotter error of the Hubbard ring and the rule tUΔτ² < 1/8}

\section*{Problem}

A Hubbard ring has an even number $N\ge 4$ of sites and the Hamiltonian $H=K+V$, with $t,U>0$ and
\begin{align}
K&=-t\sum_{i,\sigma}\left(c^\dagger_{i\sigma}c_{i+1,\sigma}+\text{h.c.}\right),\\
V&=U\sum_i\left(n_{i\uparrow}-\tfrac12\right)\left(n_{i\downarrow}-\tfrac12\right).
\end{align}
Imaginary time is cut into slices of length $\Delta\tau$ (with $\hbar=1$), and $e^{-\Delta\tau H}$ is replaced by
\begin{equation}
F(\Delta\tau)=e^{-\Delta\tau K/2}\,e^{-\Delta\tau V}\,e^{-\Delta\tau K/2}=e^{-\Delta\tau H_{\rm eff}} .
\end{equation}

(a) Find the leading term of $H_{\rm eff}-H$ and bound its operator norm, relative to $W=\|K\|+\|V\|$, from above and below. How does the result depend on $t$, $U$, $\Delta\tau$ and $N$?

(b) Test the rule $tU\Delta\tau^2<1/8$ on the half-filled four-site ring. Which errors does it control?

\section*{Solution}

\subsection*{The leading error operator}

$F$ is positive definite, so $H_{\rm eff}$ is a unique Hermitian operator. Since $F(-\Delta\tau)=F(\Delta\tau)^{-1}$, it is even in $\Delta\tau$:
\begin{equation}
H_{\rm eff}=H+\Delta\tau^2S+O(\Delta\tau^4)\qquad\text{at fixed }N .
\end{equation}
To find $S$, compare the terms of order $\Delta\tau^3$ in $F$ and in $\exp(-\Delta\tau H-\Delta\tau^3S)$. The second contains $-S-H^3/6$. After a change of overall sign,
\begin{align}
S+\frac{(K+V)^3}{6}={}&\frac{K^3+V^3}{6}+\frac{K^2V+VK^2}{8}\nonumber\\
&+\frac{KVK}{4}+\frac{KV^2+V^2K}{4}.
\end{align}
Expanding the cube, and using $\frac18-\frac16=-\frac1{24}$ and $\frac14-\frac16=\frac1{12}$, we get
\begin{align}
S={}&\frac{V^2K-2VKV+KV^2}{12}-\frac{K^2V-2KVK+VK^2}{24}\nonumber\\
={}&\frac{C_1}{12}-\frac{C_2}{24},\\
C_1={}&[V,[V,K]],\qquad C_2=[K,[K,V]].
\end{align}
The unsymmetric product $e^{-\Delta\tau K}e^{-\Delta\tau V}$ is related to $F$ by a similarity transformation with $e^{\Delta\tau K/2}$, so it has the same eigenvalues.

\subsection*{Upper bounds on the commutators}

When an electron of spin $\sigma$ hops from $j$ to $i$, $V$ changes by $U(n_{i,-\sigma}-n_{j,-\sigma})$. Each commutator with $V$ multiplies the hop by this change, and the square is the same for the reverse hop:
\begin{equation}
C_1=-tU^2\sum_{i,\sigma}(n_{i,-\sigma}-n_{i+1,-\sigma})^2
\left(c^\dagger_{i\sigma}c_{i+1,\sigma}+\text{h.c.}\right).
\end{equation}
The squared factor is 0 or 1, and the hopping operator has norm 1. There are $2N$ terms, so $\|C_1\|\le 2NtU^2$.

For $C_2$, write one site term of $V$ as $Uab$, with $a=n_{i\uparrow}-\frac12$ and $b=n_{i\downarrow}-\frac12$. The product rule gives
\begin{equation}
[K,[K,ab]]=[K,[K,a]]\,b+2[K,a][K,b]+a\,[K,[K,b]].
\label{eq:product}
\end{equation}
These commutators are one-body operators. The norm of a Hermitian one-body operator is the larger of the sum of its positive one-particle eigenvalues and the modulus of the sum of its negative ones, because each level is filled or empty.

Let $k$ be the one-particle hopping matrix and $P=|i\rangle\langle i|$. Then $k|i\rangle=-\sqrt2\,t|s\rangle$ with $|s\rangle=(|i+1\rangle+|i-1\rangle)/\sqrt2$, and
\begin{equation}
[k,P]=-\sqrt2\,t\left(|s\rangle\langle i|-|i\rangle\langle s|\right).
\end{equation}
Its eigenvalues are $\pm i\sqrt2\,t$ and zeros, so $\|[K,a]\|=\sqrt2\,t$. Next, $k^2|i\rangle=t^2(2|i\rangle+|w\rangle)$ with $|w\rangle=|i+2\rangle+|i-2\rangle$, and therefore
\begin{align}
[k,[k,P]]&=k^2P-2kPk+Pk^2\nonumber\\
&=t^2\left(4|i\rangle\langle i|+|w\rangle\langle i|+|i\rangle\langle w|-4|s\rangle\langle s|\right).
\end{align}
The state $|s\rangle$ lies on the other sublattice and contributes $-4t^2$. In the space of $|i\rangle$ and $|w\rangle$ the eigenvalues are $t^2(2\pm\sqrt{4+\langle w|w\rangle})$. The positive and negative sums are thus $\pm t^2(2+\sqrt{4+\langle w|w\rangle})$. Here $\langle w|w\rangle=2$ for $N\ge6$. For $N=4$ the sites $i\pm2$ coincide and $\langle w|w\rangle=4$, which gives the larger norm, $(2+2\sqrt2)t^2$.

With $\|a\|=\|b\|=\frac12$, the norm of \eqref{eq:product} is at most
\begin{equation}
2\cdot\tfrac12(2+2\sqrt2)t^2+2(\sqrt2\,t)^2=(6+2\sqrt2)t^2<9t^2 .
\end{equation}
Summing over sites gives $\|C_2\|\le9Nt^2U$.

\subsection*{The energy scale and the upper bound}

Every site term of $V$ is $\pm U/4$, and the empty lattice has all signs positive, so $\|V\|=NU/4$. The one-particle energies $-2t\cos q$ come in pairs of opposite sign. With two spins, $\|K\|=\sum_q|2t\cos q|$. Since $|\cos q|\ge\cos^2q$ and $\sum_q\cos^2q=N/2$, this is at least $Nt$. The Cauchy--Schwarz inequality gives at most $\sqrt{N\cdot4t^2N/2}=\sqrt2\,Nt$. Hence
\begin{equation}
\frac{\|S\|}{W}\le
\frac{N\left(2tU^2/12+9t^2U/24\right)}{N(t+U/4)}
=tU\,\frac{U/6+3t/8}{U/4+t}\le\frac23\,tU,
\end{equation}
because $U/6=\frac23(U/4)$ and $\frac38<\frac23$.

\subsection*{The lower bound}

An expectation value in a normalized state cannot exceed the norm in modulus, so trial states give lower bounds.

In the N\'eel state $V=V_0=-NU/4$. One hop leads to $2N$ distinct states with amplitudes $\pm t$. Each has one doubly occupied and one empty site, hence $V=V_0+U$. So
\begin{equation}
\langle C_2\rangle=2V_0(2Nt^2)-2(V_0+U)(2Nt^2)=-4Nt^2U .
\end{equation}
$C_1$ consists of hops and has zero expectation value here. Thus $\|S\|\ge Nt^2U/6$.

For the second state, put the down electrons on every other site and the up electrons in their lowest half-filled hopping state. Hops of down electrons average to zero, and every squared factor for an up hop is 1, so
\begin{equation}
|\langle C_1\rangle|=\frac{U^2}{2}\sum_q|2t\cos q|\ge\frac{NtU^2}{2}.
\end{equation}
The sign change $c_{i\sigma}\to(-1)^ic_{i\sigma}$ reverses $K$ and keeps $V$. It therefore reverses $C_1$ and keeps $C_2$. The trial state and its transform have $\langle S\rangle=\pm p+r$ with $|p|\ge NtU^2/24$, and one of these two values has modulus at least $|p|$. Together,
\begin{equation}
\frac{\|S\|}{tUW}\ge\frac{\max(t/6,\,U/24)}{\sqrt2\,t+U/4}\ge\frac{1}{6(1+\sqrt2)}\simeq0.069 .
\end{equation}
The middle expression falls with $U$ up to $U=4t$ and rises beyond it, so its minimum is at $U=4t$. The answer to (a) is
\begin{equation}
0.069\,tU\Delta\tau^2\le\frac{\Delta\tau^2\|S\|}{W}\le\frac23\,tU\Delta\tau^2 .
\end{equation}
Numerator and denominator both grow in proportion to $N$, and the constants do not depend on $N$. In this sense the relative error is intensive. At $tU\Delta\tau^2=1/8$ its leading part is at most $1/12$.

The next term, of order $\Delta\tau^4$, contains two more factors of $K$ or $V$. The leading estimate therefore also needs $t\Delta\tau$ and $U\Delta\tau$ to be small, which the product $tU\Delta\tau^2$ alone does not ensure. No bound on the remainder uniform in $N$ has been derived here.

\subsection*{What the norm says about energies}

Each ordered eigenvalue shifts by at most $\delta=\|H_{\rm eff}-H\|$. The partition function then changes by a factor between $e^{-\beta\delta}$ and $e^{\beta\delta}$, so the free energy also shifts by at most $\delta$. This is small compared with $W$, but not necessarily compared with a small energy of physical interest.

Superexchange is such an energy. At half filling with $U\gg t$, a hop out of the singly occupied states costs $U$, and a second hop returns. Let $x=U\Delta\tau$, let $\mathcal P$ project on the singly occupied states, and measure $V$ from its value there. In the repeated product of $e^{-\Delta\tau K}$ and $e^{-\Delta\tau V}$, the two hops occur in the same kinetic factor, with weight $\Delta\tau^2/2$, or in factors $m$ slices apart, with weight $\Delta\tau^2e^{-mx}$. Per slice they sum to
\begin{equation}
\Delta\tau^2\left(\frac12+\sum_{m\ge1}e^{-mx}\right)\mathcal PK^2\mathcal P
=\frac{\Delta\tau^2}{2}\coth\frac x2\;\mathcal PK^2\mathcal P .
\end{equation}
Setting this equal to $-\Delta\tau H_{\rm ex}$ gives
\begin{equation}
H_{\rm ex}=-\frac{g}{U}\,\mathcal PK^2\mathcal P,\qquad
g=\frac x2\coth\frac x2\simeq1+\frac{x^2}{12}\quad(x\ll1).
\end{equation}
For $\Delta\tau\to0$, $g=1$ and the usual superexchange is recovered. The discretization makes it too strong by the relative amount $g-1$. At the limit of the rule $x^2=U/(8t)$, so this error grows with $U/t$.

The error of the double occupancy $D$ depends on where in the slice it is measured. Measured between two kinetic half-steps, the amplitude for a doubly occupied site collects $\Delta\tau/2$ from the last half-step and $\Delta\tau e^{-mx}$ from earlier slices. The same sum appears: the amplitude is multiplied by $g$ and $D$ by $g^2$. If $D$ is instead measured next to the interaction factor, as in the unsymmetric product $e^{-\Delta\tau K}e^{-\Delta\tau V}$, it commutes with $V$ and can be placed in the middle of that factor. The amplitude is then $\Delta\tau\sum_{m\ge1}e^{-(m-1/2)x}$, and $D$ is multiplied by $[(x/2)/\sinh(x/2)]^2\simeq1-x^2/12$, so it comes out too low. Equal eigenvalues do not imply equal observables. All these results are leading order in $t/U$ and $t\Delta\tau$.

\subsection*{Test on four sites}

Take $t$ as the energy unit and $U=4t$. The limit of the rule is $\Delta\tau=\sqrt{1/32}\,/t=0.177/t$, so $x=0.707$. On this ring $\|K\|=4t$ and $\|V\|=4t$, hence $W=8t$. Diagonalization gives $\|H_{\rm eff}-H\|/W=2.5\%$, well below the $8.3\%$ that bounds its leading part. The ground energy is $E=-6.103t$ and shifts by $-0.065t$. The leading estimate, with $\langle S\rangle=-2.168t^3$, is $-2.168t/32=-0.068t$.

The relative energy error depends on the zero of energy. With the interaction written as $Un_\uparrow n_\downarrow$, the half-filled energy is $E'=E+NU/4=-2.103t$. The same shift is $0.065/6.103=1.1\%$ of $|E|$ but $0.065/2.103=3.1\%$ of $|E'|$.

The table lists magnitudes in per cent at $tU\Delta\tau^2=1/8$. In every row the energy is too low, and $D$, taken in the ground state of $H_{\rm eff}$ (between two kinetic half-steps), is too high. Measured next to $e^{-\Delta\tau V}$, $D$ is instead too low, by 6.4\%, 9.5\%, 12.2\%, 17.7\% and 61.6\% for the five rows. Here $\Delta E$ is the shift of the lowest eigenvalue of $H_{\rm eff}$; an average of $H$ measured in a simulation can have a different error.

\begin{center}
\begin{tabular}{rrrrrr}
\hline
$U/t$ & $U\Delta\tau$ & $\delta/W$ & $|\Delta E/E|$ & $|\Delta E/E'|$ & $\Delta D/D$\\
\hline
1 & 0.35 & 2.3 & 0.4 & 0.6 & 3.3\\
4 & 0.71 & 2.5 & 1.1 & 3.1 & 7.5\\
8 & 1.00 & 2.9 & 1.0 & 7.2 & 15.3\\
16 & 1.41 & 3.3 & 0.7 & 15.4 & 33.2\\
100 & 3.54 & 3.4 & 0.1 & 87.1 & 250.0\\
\hline
\end{tabular}
\end{center}

The operator error stays between 2.3\% and 3.4\% of $W$ over these cases, below the leading-order bound of 8.3\%. The derivation bounds only the leading term, so for the full error this is a numerical finding in every row; in the last three rows $U\Delta\tau\ge1$ and the expansion parameter is not even small. The error relative to $E'$, which becomes the superexchange energy at large $U$, does not stay small. The formula $g-1$ gives 8.2\%, 16.1\% and 87.4\% for the last three rows. The small values of $|\Delta E/E|$ at large $U$ reflect the constant $-NU/4$ contained in $E$, not an accurate exchange energy.

For $U=4t$ and the same $\Delta\tau$, rings of 4, 6 and 8 sites have energy shifts per site of $-0.0164t$, $-0.0177t$ and $-0.0171t$. The shift is nearly proportional to $N$, with a remaining dependence on ring size. Halving $\Delta\tau$ on the four-site ring reduces the error of $D$ from 7.5\% to 1.9\%, close to the factor of four expected of a quadratic error.

The answer to (b) is that the rule bounds the leading part of the operator error on the scale $W$; on the four-site ring at the limit of the rule the full operator error, and hence every energy shift, was found to stay below 3.4\% of $W$ for the tabulated values of $U/t$. This error is not monotonic in $U/t$: between the last two rows it peaks at about 3.5\% near $U/t\simeq45$. The rule guarantees no given accuracy for the exchange energy or for $D$. If the exchange energy is wanted to 1\% at strong coupling, $x^2/12=0.01$ gives $U\Delta\tau\simeq0.35$. At $U=8t$ this means $\Delta\tau\simeq0.043/t$, about a third of the $0.125/t$ that the rule allows. The numerical check covers the commutator norms, the trial states and the strong-coupling formulas.

\section*{Values computed for the example and the checks}
\begin{verbatim}
bounds on ||S||/(tU W): 0.0690 to 0.6667
N=4: ||K||/N=1.0000 t, ||V||/N=0.2500 U
  ||[V,[V,K]]||/N=1.0000 tU^2, ||[K,[K,V]]||/N=6.0000 t^2U
  U/t=0.25: ||S||/(tU W)=0.2360
  U/t=4: ||S||/(tU W)=0.2051
  U/t=64: ||S||/(tU W)=0.3140
N=6: ||K||/N=1.3333 t, ||V||/N=0.2500 U
  ||[V,[V,K]]||/N=1.1347 tU^2, ||[K,[K,V]]||/N=6.3505 t^2U
  U/t=0.25: ||S||/(tU W)=0.1902
  U/t=4: ||S||/(tU W)=0.1940
  U/t=64: ||S||/(tU W)=0.3494
remainder ratio on halving dtau: 15.957
U/t=4, N=4: <S>=-2.16803 t^3, from energies -2.16707 t^3
Four-site ring, half filling, at t U dtau^2 = 1/8:
op = ||Heff-H||/W; dE/|E|: V as defined; dE/|E'|: U n_up n_dn
sx = (x/2)coth(x/2)-1; dD/D: double occupancy; errors in %
U/t=1: dtau=0.35355/t, U dtau=0.3536, op=2.311%
  E=-4.34085 t, E'=-3.34085 t, dE=-0.01911 t, D=0.14450
  dE/|E|=-0.440, dE/|E'|=-0.572, sx=1.040, dD/D=3.320
U/t=2: dtau=0.25000/t, U dtau=0.5000, op=2.325%
  E=-4.82843 t, E'=-2.82843 t, dE=-0.03726 t, D=0.11327
  dE/|E|=-0.772, dE/|E'|=-1.317, sx=2.075, dD/D=4.554
U/t=4: dtau=0.17678/t, U dtau=0.7071, op=2.486%
  E=-6.10275 t, E'=-2.10275 t, dE=-0.06545 t, D=0.07183
  dE/|E|=-1.072, dE/|E'|=-3.113, sx=4.132, dD/D=7.549
U/t=8: dtau=0.12500/t, U dtau=1.0000, op=2.869%
  E=-9.32023 t, E'=-1.32023 t, dE=-0.09500 t, D=0.03250
  dE/|E|=-1.019, dE/|E'|=-7.196, sx=8.198, dD/D=15.344
U/t=16: dtau=0.08839/t, U dtau=1.4142, op=3.261%
  E=-16.72286 t, E'=-0.72286 t, dE=-0.11134 t, D=0.01051
  dE/|E|=-0.666, dE/|E'|=-15.403, sx=16.136, dD/D=33.217
U/t=100: dtau=0.03536/t, U dtau=3.5355, op=3.359%
  E=-100.11988 t, E'=-0.11988 t, dE=-0.10443 t, D=0.00030
  dE/|E|=-0.104, dE/|E'|=-87.116, sx=87.390, dD/D=249.975
U/t=200, U dtau=1: exchange error 8.195% (formula 8.198%)
  double occupancy error 17.062% (formula 17.067%)
U/t=4: dD/D on halving dtau: 7.549% -> 1.919%
U/t=4, beta=3.5355/t: F/N=-1.58209 t, dF/N=-0.01382 t, bound 0.04972 t
U/t=4, N=4: E/N=-1.52569 t, dE/N=-0.01636 t, dE/|E|=-1.072%
U/t=4, N=6: E/N=-1.61145 t, dE/N=-0.01772 t, dE/|E|=-1.100%
U/t=4, N=8: E/N=-1.57544 t, dE/N=-0.01707 t, dE/|E|=-1.083%
\end{verbatim}
